**FLL and AMF double counting for integer d shells**

For a determinant with N electrons and spin moment M in a shell of D = 5 orbitals, the AMF correction minus the FLL correction is (U−J)[(N²+M²)/(4D) − N/2]. Here U = F0 and J = (F2+F4)/14 are the average Coulomb and exchange parameters, and each correction is the shell's interaction energy minus its double-counting energy. The program builds the interaction from angular integrals found by quadrature and enumerates all 1024 determinants, in complex and in real d orbitals. It asserts that the average energy at fixed spin occupations equals the FLL expression, that evenly spread occupations give the AMF expression, and that their difference follows the formula above. It also asserts the dependence on M² and the sign of the penalty for one parameter set each with U > J, U = J and U < J. For U = 5 eV and J = 1 eV, the output shows that AMF penalises high spin relative to FLL by 0.8 eV in d² and d⁸, and by up to 4.8 eV in d⁵. It also shows that FLL is neutral towards spin only on the orbital average: the lowest FLL correction is higher for high spin than for low spin from d² to d⁸.

## Numerical check

```python
"""Double counting in DFT+U for integer d-shell occupations.

Result under test, for every determinant with N_up and N_dn electrons:
  dE_AMF - dE_FLL = (U-J) * [(N^2 + M^2)/(4D) - N/2],
so AMF penalises a large spin moment relative to FLL when U > J.
Symbols: D = 5 orbitals, N = N_up + N_dn, M = N_up - N_dn,
U = F0, J = (F2+F4)/14, dE = interaction energy - double counting.
Energies are in eV. Determinants are enumerated explicitly, with the
interaction built from angular integrals obtained by quadrature.
"""
import itertools
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.special import lpmv

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
L = 2
D = 2 * L + 1
MS = range(-L, L + 1)
X, W = np.polynomial.legendre.leggauss(20)


def polar_part(l, m):
    """Spherical harmonic without its factor exp(i m phi)."""
    a = abs(m)
    norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                     * math.factorial(l - a) / math.factorial(l + a))
    sign = (-1) ** a if m < 0 else 1
    return sign * norm * lpmv(a, l, X)


def angular(k, m1, m2):
    """sqrt(4 pi/(2k+1)) * integral of Y*_{L m1} Y_{k,m1-m2} Y_{L m2}."""
    if abs(m1 - m2) > k:
        return 0.0
    integrand = polar_part(L, m1) * polar_part(k, m1 - m2) * polar_part(L, m2)
    return (math.sqrt(4 * math.pi / (2 * k + 1)) * 2 * math.pi
            * np.sum(W * integrand))


ANG = {k: np.array([[angular(k, a, b) for b in MS] for a in MS])
       for k in (0, 2, 4)}


def slater_integrals(U, J, ratio):
    F2 = 14 * J / (1 + ratio)
    return {0: U, 2: F2, 4: ratio * F2}


def interaction(F):
    """V[a,b,c,d] = <a b|V|c d>; electron 1 goes from c to a."""
    V = np.zeros((D,) * 4)
    for a, b, c, d in itertools.product(range(D), repeat=4):
        if a + b == c + d:
            V[a, b, c, d] = sum(F[k] * ANG[k][a, c] * ANG[k][d, b] for k in F)
    return V


def to_real_orbitals(V):
    T = np.zeros((D, D), complex)
    T[L, 0] = 1
    for m in (1, 2):
        s = (-1) ** m
        T[L - m, 2 * m - 1], T[L + m, 2 * m - 1] = 1, s
        T[L - m, 2 * m], T[L + m, 2 * m] = 1j, -1j * s
    T[:, 1:] /= math.sqrt(2)
    assert np.allclose(T.conj().T @ T, np.eye(D))
    return np.einsum("ai,bj,abcd,ck,dl->ijkl", T.conj(), T.conj(), V, T, T,
                     optimize=True)


def pair_matrices(V):
    direct = np.einsum("abab->ab", V).real
    exchange = np.einsum("abba->ab", V).real
    return direct, exchange


def shell_energy(V, n_up, n_dn):
    """Interaction energy for given diagonal orbital occupations."""
    direct, exchange = pair_matrices(V)
    n = n_up + n_dn
    return 0.5 * (n @ direct @ n - n_up @ exchange @ n_up
                  - n_dn @ exchange @ n_dn)


OCC = np.array(list(itertools.product((0.0, 1.0), repeat=D)))
COUNT = OCC.sum(axis=1).astype(int)


def determinant_energies(V):
    """Energies of all determinants, grouped by (N_up, N_dn)."""
    groups = {}
    for i, up in enumerate(OCC):
        for j, dn in enumerate(OCC):
            key = (COUNT[i], COUNT[j])
            groups.setdefault(key, []).append(shell_energy(V, up, dn))
    return {key: np.array(val) for key, val in groups.items()}


def dc_fll(U, J, nu, nd):
    N = nu + nd
    return U * N * (N - 1) / 2 - J * (nu * (nu - 1) + nd * (nd - 1)) / 2


def dc_amf(U, J, nu, nd):
    return U * nu * nd + (U - J) / 2 * (2 * L / D) * (nu**2 + nd**2)


def uniform_energy(V, nu, nd):
    return shell_energy(V, np.full(D, nu / D), np.full(D, nd / D))


def spin_range(N):
    """Allowed non-negative moments, from low to high spin."""
    return [2 * nu - N for nu in range(D + 1)
            if 0 <= N - nu <= D and 2 * nu >= N]


def channels(N, M):
    return (N + M) // 2, (N - M) // 2


# Tests for both signs of U-J, two Slater ratios and two orbital bases.
TOL = 1e-9
cases = [(5.0, 1.0, 0.625), (1.0, 1.0, 0.625), (0.5, 1.0, 0.8)]
saved = {}
for U, J, ratio in cases:
    V_complex = interaction(slater_integrals(U, J, ratio))
    V_real = to_real_orbitals(V_complex)
    for basis, V in (("complex", V_complex), ("real", V_real)):
        direct, exchange = pair_matrices(V)
        off = ~np.eye(D, dtype=bool)
        assert np.allclose(np.diag(direct), np.diag(exchange), atol=TOL)
        assert abs(direct.mean() - U) < TOL
        assert abs((direct - exchange)[off].mean() - (U - J)) < TOL
        groups = determinant_energies(V)
        assert sum(len(g) for g in groups.values()) == 2 ** (2 * D)
        saved[(U, J, basis)] = (V, groups)
        for (nu, nd), energies in groups.items():
            N, M = nu + nd, nu - nd
            mean, flat = energies.mean(), uniform_energy(V, nu, nd)
            assert abs(mean - dc_fll(U, J, nu, nd)) < TOL
            assert abs(flat - dc_amf(U, J, nu, nd)) < TOL
            closed = (U - J) * ((N**2 + M**2) / (4 * D) - N / 2)
            assert abs((mean - flat) - closed) < TOL
        for N in range(2 * D + 1):
            moments = spin_range(N)
            for M1, M2 in zip(moments, moments[1:]):
                low, high = channels(N, M1), channels(N, M2)
                d_mean = groups[high].mean() - groups[low].mean()
                d_flat = uniform_energy(V, *high) - uniform_energy(V, *low)
                square = (M2**2 - M1**2) / 4
                assert abs(d_mean + J * square) < TOL
                assert abs(d_flat + (U + 2 * L * J) / D * square) < TOL
                step = d_mean - d_flat
                assert abs(step - (U - J) * (M1 + 1) / D) < TOL
                if U > J:
                    assert step > TOL
                elif U < J:
                    assert step < -TOL
                else:
                    assert abs(step) < TOL


# Worked example with round model parameters.
U, J, ratio = cases[0]
F = slater_integrals(U, J, ratio)
V, groups = saved[(U, J, "complex")]
groups_real = saved[(U, J, "real")][1]


def tidy(value):
    return round(float(value), 3) + 0.0


print(f"U = {U:.3f} eV, J = {J:.3f} eV, U-J = {U-J:.3f} eV")
print(f"F4/F2 = {ratio:.3f}, F2 = {F[2]:.3f} eV, F4 = {F[4]:.3f} eV")
print(f"exchange parameter in FLL: {J:.3f} eV")
print(f"exchange parameter in AMF: {(U + 2*L*J)/D:.3f} eV")
print("Energies in eV; M in Bohr magnetons; dets = number of determinants")
print("dc = double counting; F = FLL and A = AMF correction; complex orbitals")
print(" N  M dets   dcFLL   dcAMF  F_mean  A_mean   F_min   F_max   A_min   A_max")
for N in range(2 * D + 1):
    for M in spin_range(N):
        pair = channels(N, M)
        e = groups[pair]
        fll, amf = dc_fll(U, J, *pair), dc_amf(U, J, *pair)
        row = [fll, amf, e.mean() - fll, e.mean() - amf,
               e.min() - fll, e.max() - fll, e.min() - amf, e.max() - amf]
        print(f"{N:2d} {M:2d} {len(e):4d}"
              + "".join(f"{tidy(v):8.3f}" for v in row))

print("High spin minus low spin, eV: penalty = AMF minus FLL correction;")
print("F_low, A_low = difference of the lowest FLL, AMF corrections")
print(" N M_low M_high penalty   F_low   A_low")
penalties = {}
for N in range(2, 2 * D - 1):
    moments = spin_range(N)
    low, high = channels(N, moments[0]), channels(N, moments[-1])
    f_diff = ((groups[high].min() - dc_fll(U, J, *high))
              - (groups[low].min() - dc_fll(U, J, *low)))
    a_diff = ((groups[high].min() - dc_amf(U, J, *high))
              - (groups[low].min() - dc_amf(U, J, *low)))
    penalties[N] = a_diff - f_diff
    expected = (U - J) * (moments[-1]**2 - moments[0]**2) / (4 * D)
    assert abs(penalties[N] - expected) < TOL
    print(f"{N:2d} {moments[0]:5d} {moments[-1]:6d}"
          + "".join(f"{tidy(v):8.3f}" for v in (penalties[N], f_diff, a_diff)))

assert max(penalties, key=penalties.get) == D
low5 = channels(5, 1)
real_min = groups_real[low5].min() - dc_fll(U, J, *low5)
real_max = groups_real[low5].max() - dc_fll(U, J, *low5)
print(f"d5, M=1, real orbitals: lowest FLL correction {tidy(real_min):.3f} eV")
print(f"d5, M=1, real orbitals: highest FLL correction {tidy(real_max):.3f} eV")
print(f"largest penalty (d5): {penalties[5]:.3f} eV"
      f" = {penalties[5]/HARTREE_EV:.5f} hartree")
print("no test failed")
```

Output:

```
U = 5.000 eV, J = 1.000 eV, U-J = 4.000 eV
F4/F2 = 0.625, F2 = 8.615 eV, F4 = 5.385 eV
exchange parameter in FLL: 1.000 eV
exchange parameter in AMF: 1.800 eV
Energies in eV; M in Bohr magnetons; dets = number of determinants
dc = double counting; F = FLL and A = AMF correction; complex orbitals
 N  M dets   dcFLL   dcAMF  F_mean  A_mean   F_min   F_max   A_min   A_max
 0  0    1   0.000   0.000   0.000   0.000   0.000   0.000   0.000   0.000
 1  1    5   0.000   1.600   0.000  -1.600   0.000   0.000  -1.600  -1.600
 2  0   25   5.000   8.200   0.000  -3.200  -0.630   1.143  -3.830  -2.057
 2  2   10   4.000   6.400   0.000  -2.400  -0.516   0.861  -2.916  -1.539
 3  1   50  14.000  18.000   0.000  -4.000  -1.088   2.292  -5.088  -1.708
 3  3   10  12.000  14.400   0.000  -2.400  -0.516   0.861  -2.916  -1.539
 4  0  100  28.000  32.800   0.000  -4.800  -1.372   4.584  -6.172  -0.216
 4  2   50  27.000  31.000   0.000  -4.000  -1.029   2.121  -5.029  -1.879
 4  4    5  24.000  25.600   0.000  -1.600   0.000   0.000  -1.600  -1.600
 5  1  100  46.000  50.800   0.000  -4.800  -1.829   3.438  -6.629  -1.362
 5  3   25  44.000  47.200   0.000  -3.200  -1.143   0.630  -4.343  -2.570
 5  5    1  40.000  40.000   0.000   0.000   0.000   0.000   0.000   0.000
 6  0  100  69.000  73.800   0.000  -4.800  -1.372   4.584  -6.172  -0.216
 6  2   50  68.000  72.000   0.000  -4.000  -1.029   2.121  -5.029  -1.879
 6  4    5  65.000  66.600   0.000  -1.600   0.000   0.000  -1.600  -1.600
 7  1   50  96.000 100.000   0.000  -4.000  -1.088   2.292  -5.088  -1.708
 7  3   10  94.000  96.400   0.000  -2.400  -0.516   0.861  -2.916  -1.539
 8  0   25 128.000 131.200   0.000  -3.200  -0.630   1.143  -3.830  -2.057
 8  2   10 127.000 129.400   0.000  -2.400  -0.516   0.861  -2.916  -1.539
 9  1    5 164.000 165.600   0.000  -1.600   0.000   0.000  -1.600  -1.600
10  0    1 205.000 205.000   0.000   0.000   0.000   0.000   0.000   0.000
High spin minus low spin, eV: penalty = AMF minus FLL correction;
F_low, A_low = difference of the lowest FLL, AMF corrections
 N M_low M_high penalty   F_low   A_low
 2     0      2   0.800   0.114   0.914
 3     1      3   1.600   0.571   2.171
 4     0      4   3.200   1.372   4.572
 5     1      5   4.800   1.829   6.629
 6     0      4   3.200   1.372   4.572
 7     1      3   1.600   0.571   2.171
 8     0      2   0.800   0.114   0.914
d5, M=1, real orbitals: lowest FLL correction -2.059 eV
d5, M=1, real orbitals: highest FLL correction 3.438 eV
largest penalty (d5): 4.800 eV = 0.17640 hartree
no test failed
```
